# Transverse and Transport Mass in the Injection Current of Ballistic Transistors: a numerical check

```python
"""Ballistic injection over the top of a transistor barrier, one 2D subband.

Result under test (right-movers filled by the source, eta = (mu - edge)/kT):
  current/width J = q g sqrt(m_y) (kT)^1.5 F_half(eta) / (2 sqrt2 pi^1.5 hbar^2)
  density       n = g sqrt(m_x m_y) kT F_0(eta) / (4 pi hbar^2)
  velocity      v = J/(q n) = sqrt(2 kT/(pi m_x)) F_half/F_0
so J at fixed eta knows only the transverse mass m_y, and v of a
nondegenerate gas knows only the transport mass m_x.
g = spin times valley degeneracy; F_j = normalized Fermi-Dirac integrals.
SI units inside; masses are given in units of the free-electron mass.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit, gamma

q, hbar, m0 = const.e, const.hbar, const.m_e
pi = np.pi
T = 300.0
kT = const.k * T
g = 4.0                       # two spins, two valleys in a pair


def fermi_integral(order, eta):
    """Normalized integral for order -1/2 or 1/2, with energy = u^2."""
    values = np.atleast_1d(np.asarray(eta, dtype=float))
    step = 0.01
    u = np.arange(0.0, np.sqrt(max(values.max(), 0.0) + 40.0), step)
    weight = 2.0 * step * u ** (2 * order + 1) / gamma(order + 1)
    weight[0] *= 0.5
    total = expit(values[:, None] - u[None, :] ** 2) @ weight
    return total if np.ndim(eta) else float(total[0])


def F0(eta):
    return np.logaddexp(0.0, eta)


def density_unit(mx, my):
    return g * np.sqrt(mx * my) * m0 * kT / (4 * pi * hbar**2)


def current(my, eta):
    return (q * g * np.sqrt(my * m0) * kT**1.5 * fermi_integral(0.5, eta)
            / (2 * np.sqrt(2) * pi**1.5 * hbar**2))


def thermal_velocity(mx):
    return np.sqrt(2 * kT / (pi * mx * m0))


def velocity(mx, eta):
    return thermal_velocity(mx) * fermi_integral(0.5, eta) / F0(eta)


def eta_from_density(mx, my, n):
    return np.log(np.expm1(n / density_unit(mx, my)))


def ratio_R(eta):
    return (fermi_integral(-0.5, eta) * F0(eta)
            / (fermi_integral(0.5, eta) * expit(eta)))


ang_x, ang_w = np.polynomial.legendre.leggauss(120)
rad_x, rad_w = np.polynomial.legendre.leggauss(400)


def half_plane(wxx, wyy, wxy, eta):
    """Density and current summed over k states with v_x > 0.
    wxx, wyy, wxy: inverse-mass tensor in units of 1/m0."""
    theta = (np.arctan2(wxy, wxx) + 0.5 * pi * ang_x)[:, None]
    w_min = np.linalg.eigvalsh([[wxx, wxy], [wxy, wyy]])[0] / m0
    k_max = np.sqrt(2 * kT * (max(eta, 0.0) + 40) / w_min) / hbar
    k = (0.5 * k_max * (rad_x + 1))[None, :]
    weight = 0.5 * pi * ang_w[:, None] * 0.5 * k_max * rad_w[None, :]
    c, s = np.cos(theta), np.sin(theta)
    energy = (hbar * k)**2 * (wxx*c*c + 2*wxy*c*s + wyy*s*s) / (2 * m0)
    vx = hbar * k * (wxx * c + wxy * s) / m0
    states = g / (4 * pi**2) * weight * k * expit(eta - energy / kT)
    return states.sum(), q * (states * vx).sum()


def close(a, b, tol):
    assert abs(a - b) <= tol * abs(b), (a, b, tol)


# ---- density, current and velocity from the k-space definition
mt, ml = 0.19, 0.92
pairs = {"A": (mt, mt), "B": (ml, mt), "C": (mt, ml)}
for mx, my in pairs.values():
    for eta in (-12.0, 0.0, 4.0):
        n_sum, j_sum = half_plane(1 / mx, 1 / my, 0.0, eta)
        close(density_unit(mx, my) * F0(eta), n_sum, 1e-6)
        close(current(my, eta), j_sum, 1e-6)
        close(velocity(mx, eta), j_sum / (q * n_sum), 1e-6)

# ---- mass independence seen directly in the k-space sums
sumA, sumB, sumC = (half_plane(1/a, 1/b, 0.0, -12.0)
                    for a, b in pairs.values())
close(sumB[1], sumA[1], 1e-6)
close(sumC[1] / sumC[0], sumA[1] / sumA[0], 1e-5)
assert sumC[1] > 2 * sumA[1]

# ---- tilted ellipse: fourfold valleys with the channel along <110>
wxx = 0.5 * (1 / ml + 1 / mt)
wxy = 0.5 * (1 / mt - 1 / ml)
mass_tensor = np.linalg.inv([[wxx, wxy], [wxy, wxx]])
for eta in (-12.0, 2.0):
    n_sum, j_sum = half_plane(wxx, wxx, wxy, eta)
    close(current(mass_tensor[1, 1], eta), j_sum, 1e-6)
    close(velocity(1 / wxx, eta), j_sum / (q * n_sum), 1e-6)
    close(density_unit(np.linalg.det(mass_tensor), 1.0) * F0(eta),
          n_sum, 1e-6)

# ---- a quartic transport dispersion leaves the current unchanged
p = 2.0 * (rad_x + 1)
s = 8.0 * rad_x
for eta in (-3.0, 2.0):
    e_p = p**2 + 0.7 * p**4
    occupied = expit(eta - e_p[:, None] - s[None, :]**2)
    flux = (2 * rad_w * (2*p + 2.8*p**3)) @ occupied @ (8 * rad_w)
    close(flux, np.sqrt(pi) * fermi_integral(0.5, eta), 1e-6)

# ---- drain bias of one kT/q in a nondegenerate gas
n_s, j_s = half_plane(1 / mt, 1 / ml, 0.0, -12.0)
n_d, j_d = half_plane(1 / mt, 1 / ml, 0.0, -13.0)
close((j_s - j_d) / (q * (n_s + n_d)),
      thermal_velocity(mt) * np.tanh(0.5), 1e-5)


# ---- exponents of velocity at fixed density
def summed_velocity(mx, my, n):
    eta = eta_from_density(mx, my, n)
    n_sum, j_sum = half_plane(1 / mx, 1 / my, 0.0, eta)
    close(n_sum, n, 1e-6)
    return j_sum / (q * n_sum)


n_low, n_on = 1e14, 5e16      # per m^2
up, down = np.exp(0.01), np.exp(-0.01)
for n in (n_low, n_on):
    R = ratio_R(eta_from_density(mt, mt, n))
    slope_y = np.log(summed_velocity(mt, mt*up, n)
                     / summed_velocity(mt, mt*down, n)) / 0.02
    slope_x = np.log(summed_velocity(mt*up, mt, n)
                     / summed_velocity(mt*down, mt, n)) / 0.02
    assert abs(slope_y + 0.5 * (R - 1)) < 1e-4
    assert abs(slope_x + 0.5 * R) < 1e-4

# ---- first degeneracy correction, bounds on R and the cold limit
fill = 0.01
first_coefficient = 0.5 - 2**-1.5
v_fill = summed_velocity(mt, mt, fill * density_unit(mt, mt))
close(v_fill / thermal_velocity(mt) - 1, first_coefficient * fill, 0.02)
R_grid = ratio_R(np.linspace(-10, 40, 101))
assert np.all(R_grid > 1) and np.all(R_grid < 1.5)
assert abs(ratio_R(200.0) - 1.5) < 1e-3
close(velocity(mt, 300.0),
      4 / (3 * pi) * np.sqrt(2 * 300 * kT / (mt * m0)), 1e-4)

# ---- current exponents when the gate voltage is held
film, oxide = 3e-9, 1e-9
C_ins = 2 * 3.9 * const.epsilon_0 / oxide


def gated_current(mx, my, drive):
    N = density_unit(mx, my)
    eta = brentq(lambda y: y + q*q*N*F0(y) / (C_ins*kT) - drive, -60, 60,
                 xtol=1e-12)
    return current(my, eta)


gate_data = {}
for n in (n_low, n_on):
    eta = eta_from_density(mt, mt, n)
    C_q = q*q * density_unit(mt, mt) * expit(eta) / kT
    r = C_q / C_ins
    power_x = -0.5 * r / (1 + r) * ratio_R(eta)
    power_y = 0.5 + power_x
    drive = eta + q*q*n / (C_ins * kT)
    num_y = np.log(gated_current(mt, mt*up, drive)
                   / gated_current(mt, mt*down, drive)) / 0.02
    num_x = np.log(gated_current(mt*up, mt, drive)
                   / gated_current(mt*down, mt, drive)) / 0.02
    assert abs(num_y - power_y) < 1e-4 and abs(num_x - power_x) < 1e-4
    gate_data[n] = (r, power_x, power_y)

# ---- neglected: tunnelling through a parabolic barrier
drop_energy, drop_length = 0.1 * q, 10e-9


def barrier_quantum(mx):
    return hbar * np.sqrt(2 * drop_energy / (mx * m0)) / drop_length


def tunnel_factor(mx, eta):
    eps = np.arange(-20.0, 45.0, 0.02)
    transmission = expit(2 * pi * kT * eps / barrier_quantum(mx))
    supply = fermi_integral(-0.5, eta - eps)
    return 0.02 * (transmission @ supply) / fermi_integral(0.5, eta)


for mx in (mt, ml):
    x = barrier_quantum(mx) / (2 * kT)
    close(tunnel_factor(mx, -12.0), x / np.sin(x), 1e-4)


# ---- neglected: other subbands of the film (finite well)
barrier_eV, oxide_mass = 3.1, 0.5


def well_levels(mz):
    h = 0.01e-9
    z = (np.arange(700) + 0.5) * h - 3.5e-9
    inside = np.abs(z) < film / 2
    mass = np.where(inside, mz, oxide_mass)
    bond = np.empty(701)
    bond[1:-1] = 2 / (mass[1:] + mass[:-1])
    bond[0] = bond[-1] = 1 / oxide_mass
    bond *= hbar**2 / (2 * m0 * h**2 * q)
    diagonal = bond[1:] + bond[:-1] + np.where(inside, 0, barrier_eV)
    return eigh_tridiagonal(diagonal, -bond[1:-1], select="i",
                            select_range=(0, 1), eigvals_only=True)


E_A = well_levels(ml)
E_four = well_levels(mt)[0]
gap_second, gap_four = E_A[1] - E_A[0], E_four - E_A[0]


def other_shares(eta):
    y2, y4 = eta - gap_second*q/kT, eta - gap_four*q/kT
    n_other = (density_unit(mt, mt) * F0(y2)
               + 2 * density_unit(mt, ml) * F0(y4))
    j_other = current(mt, y2) + current(mt, y4) + current(ml, y4)
    return (n_other / (density_unit(mt, mt) * F0(eta)),
            j_other / current(mt, eta))


# ---- neglected: nonparabolic band, E(1 + alpha E) = hbar^2 k^2 / 2m
def nonparabolic_velocity(n, alpha_eV):
    u = np.arange(0.005, 9, 0.01)
    e = kT * u**2
    de = 2 * kT * u * 0.01
    alpha = alpha_eV / q

    def dens(eta):
        return (g * mt * m0 / (4 * pi * hbar**2)
                * np.sum(de * (1 + 2*alpha*e) * expit(eta - u**2)))
    eta = brentq(lambda y: dens(y) / n - 1, -30, 30)
    k = np.sqrt(2 * mt * m0 * e * (1 + alpha * e)) / hbar
    return g / (2*pi**2*hbar) * np.sum(de * k * expit(eta - u**2)) / n


eta_low = eta_from_density(mt, mt, n_low)
eta_on = eta_from_density(mt, mt, n_on)
close(nonparabolic_velocity(n_on, 0.0), velocity(mt, eta_on), 1e-4)
alpha_si = 0.5
np_change = nonparabolic_velocity(n_on, alpha_si) / velocity(mt, eta_on) - 1

# ---- neglected: scattering, drain injection, bending, hotter chip
mobility = 200e-4
mean_path = 2 * mobility * kT / (q * thermal_velocity(mt))
kT_length = drop_length * np.sqrt(kT / drop_energy)
trans = mean_path / (mean_path + kT_length)
V_drain = 0.6
drain_share = (fermi_integral(0.5, eta_on - q*V_drain/kT)
               / fermi_integral(0.5, eta_on))
bending = q * n_on * film / (8 * 11.7 * const.epsilon_0)
T_hot = 358.0

print(f"temperature {T:.0f} K, kT = {kT/q*1e3:.2f} meV, g = {g:.0f}")
print(f"rough Si masses: mt = {mt}, ml = {ml} m0")
print(f"film {film*1e9:.0f} nm, oxide {oxide*1e9:.0f} nm on each side")
for name, (mx, my) in pairs.items():
    print(f"pair {name}: mx={mx}, my={my} m0, "
          f"N={density_unit(mx, my)/1e16:.3f}e12 cm^-2, "
          f"vT={thermal_velocity(mx)/1e5:.3f}e7 cm/s")
for label, n, eta in (("low", n_low, eta_low), ("on", n_on, eta_on)):
    print(f"{label}: pair A density {n/1e4:.1e} cm^-2, eta = {eta:.3f}, "
          f"mu-edge = {eta*kT/q*1e3:.1f} meV")
    for name, (mx, my) in pairs.items():
        n_fix = density_unit(mx, my) * F0(eta)
        print(f" same level {name}: J={current(my, eta):.4g} uA/um, "
              f"n={n_fix/1e4:.3e} cm^-2, "
              f"v={velocity(mx, eta)/1e5:.3f}e7 cm/s")
    for name, (mx, my) in pairs.items():
        v = velocity(mx, eta_from_density(mx, my, n))
        print(f" same density {name}: v={v/1e5:.4f}e7 cm/s, "
              f"J={q*n*v:.4g} uA/um")
    R = ratio_R(eta)
    print(f" {label}: R={R:.4f}; v exponents at fixed n: "
          f"mx {-R/2:.4f}, my {-(R-1)/2:.4f}")
    r, px, py = gate_data[n]
    print(f" {label}: Cq/C={r:.4f}; J exponents at fixed gate: "
          f"mx {px:.4f}, my {py:.4f}")
print(f"first degeneracy coefficient {first_coefficient:.4f}")
print(f"insulator capacitance {C_ins*100:.2f} uF/cm^2")
print(f"<110> channel, fourfold valleys: M_yy={mass_tensor[1, 1]:.3f}, "
      f"1/W_xx={1/wxx:.3f} m0")
print("Neglected effects:")
print(f" rough mobility {mobility*1e4:.0f} cm^2/Vs: "
      f"mean free path {mean_path*1e9:.2f} nm")
print(f" barrier falls {drop_energy/q:.1f} eV in {drop_length*1e9:.0f} nm, "
      f"kT in {kT_length*1e9:.2f} nm")
print(f" scattering: J factor {trans:.3f} at fixed level, "
      f"{trans/(2-trans):.3f} at fixed density")
for name in ("A", "B"):
    mx = pairs[name][0]
    print(f" tunnelling, pair {name}: J factor "
          f"{tunnel_factor(mx, eta_low):.4f} low, "
          f"{tunnel_factor(mx, eta_on):.4f} on")
print(f" well: barrier {barrier_eV} eV, oxide mass {oxide_mass} m0 (rough)")
print(f" subband gaps from A: second {gap_second*1e3:.1f} meV, "
      f"fourfold {gap_four*1e3:.1f} meV")
for label, eta in (("low", eta_low), ("on", eta_on)):
    sn, sj = other_shares(eta)
    print(f" other subbands relative to A, {label}: "
          f"density {100*sn:.2f} %, current {100*sj:.2f} %")
print(f" nonparabolicity {alpha_si}/eV: on velocity {100*np_change:.2f} %")
print(f" drain injection at {V_drain} V, on: {drain_share:.1e} of J")
print(f" band bending across half the film, on: {bending*1e3:.1f} meV")
print(f" at {T_hot:.0f} K: vT of pair A = "
      f"{thermal_velocity(mt)*np.sqrt(T_hot/T)/1e5:.3f}e7 cm/s")
print("verified")
```

Printed output:

```
temperature 300 K, kT = 25.85 meV, g = 4
rough Si masses: mt = 0.19, ml = 0.92 m0
film 3 nm, oxide 1 nm on each side
pair A: mx=0.19, my=0.19 m0, N=2.052e12 cm^-2, vT=1.234e7 cm/s
pair B: mx=0.92, my=0.19 m0, N=4.515e12 cm^-2, vT=0.561e7 cm/s
pair C: mx=0.19, my=0.92 m0, N=4.515e12 cm^-2, vT=1.234e7 cm/s
low: pair A density 1.0e+10 cm^-2, eta = -5.321, mu-edge = -137.6 meV
 same level A: J=1.979 uA/um, n=1.000e+10 cm^-2, v=1.235e7 cm/s
 same level B: J=1.979 uA/um, n=2.200e+10 cm^-2, v=0.561e7 cm/s
 same level C: J=4.355 uA/um, n=2.200e+10 cm^-2, v=1.235e7 cm/s
 same density A: v=1.2352e7 cm/s, J=1.979 uA/um
 same density B: v=0.5611e7 cm/s, J=0.899 uA/um
 same density C: v=1.2347e7 cm/s, J=1.978 uA/um
 low: R=1.0007; v exponents at fixed n: mx -0.5004, my -0.0004
 low: Cq/C=0.0090; J exponents at fixed gate: mx -0.0044, my 0.4956
on: pair A density 5.0e+12 cm^-2, eta = 2.345, mu-edge = 60.6 meV
 same level A: J=1361 uA/um, n=5.000e+12 cm^-2, v=1.699e7 cm/s
 same level B: J=1361 uA/um, n=1.100e+13 cm^-2, v=0.772e7 cm/s
 same level C: J=2995 uA/um, n=1.100e+13 cm^-2, v=1.699e7 cm/s
 same density A: v=1.6988e7 cm/s, J=1361 uA/um
 same density B: v=0.6550e7 cm/s, J=524.7 uA/um
 same density C: v=1.4413e7 cm/s, J=1155 uA/um
 on: R=1.2782; v exponents at fixed n: mx -0.6391, my -0.1391
 on: Cq/C=1.6803; J exponents at fixed gate: mx -0.4006, my 0.0994
first degeneracy coefficient 0.1464
insulator capacitance 6.91 uF/cm^2
<110> channel, fourfold valleys: M_yy=0.555, 1/W_xx=0.315 m0
Neglected effects:
 rough mobility 200 cm^2/Vs: mean free path 8.38 nm
 barrier falls 0.1 eV in 10 nm, kT in 5.08 nm
 scattering: J factor 0.622 at fixed level, 0.452 at fixed density
 tunnelling, pair A: J factor 1.0515 low, 1.0059 on
 tunnelling, pair B: J factor 1.0103 low, 1.0012 on
 well: barrier 3.1 eV, oxide mass 0.5 m0 (rough)
 subband gaps from A: second 121.7 meV, fourfold 95.5 meV
 other subbands relative to A, low: density 11.87 %, current 8.87 %
 other subbands relative to A, on: density 45.35 %, current 25.48 %
 nonparabolicity 0.5/eV: on velocity -4.02 %
 drain injection at 0.6 V, on: 2.6e-10 of J
 band bending across half the film, on: 29.0 meV
 at 358 K: vT of pair A = 1.348e7 cm/s
verified
```
